# Why the spin of an octahedral d⁵ or d⁶ ion skips its middle value, and the tetragonal field that restores it

The Tanabe–Sugano Hamiltonian of a $d^N$ ion is $H = H_{ee} + \Delta\, n_e$. Here $H_{ee}$ is the repulsion within one radial $d$ shell, linear in the Racah parameters $A, B, C$; $n_e$ counts electrons in the $e$ orbitals; the $t_2$ level is the zero and $\Delta$ is the $e$ level. Spin–orbit coupling, the Trees term and changes of bond length are left out. $A$ adds the same $AN(N-1)/2$ to every state and is set to zero. Multiplying $B$, $C$, $\Delta$ by a common factor multiplies every level by it, so the order of levels depends only on $\Delta/B$ and $\gamma = C/B$. $H$ commutes with the total spin, so the lowest levels $E_{HS}, E_{IS}, E_{LS}$ of high, intermediate and low spin ($S = \tfrac52,\tfrac32,\tfrac12$ for $d^5$; $2,1,0$ for $d^6$) cross freely.

In $D_{4h}$ the orbitals $xy$, $(xz,yz)$, $z^2$, $x^2-y^2$ belong to $b_{2g}, e_g, a_{1g}, b_{1g}$, each once, so the field stays diagonal. Four energies less a common zero leave three parameters: $\Delta$, now between barycentres, and
$$\delta_e = \varepsilon_{x^2-y^2}-\varepsilon_{z^2},\qquad \delta_t = \varepsilon_{xy}-\varepsilon_{xz}.$$
Elongation makes $\delta_e$ positive. The sign of $\delta_t$ depends on the $\pi$ interaction (it vanishes for $\sigma$-only ligands); below it is taken equal to that of $\delta_e$, or zero. The smallest $|\delta_e|$ at which IS is lowest for some $\Delta\ge0$ cannot depend on $\Delta$, so it has the form $B\,f(\gamma,\delta_t/B)$. No symmetry relates $+\delta_e$ to $-\delta_e$, so $f$ may depend on the sense of distortion as well as on $N$.

## The repulsion integrals

Write $d_i = \sqrt{15/8\pi}\;\mathbf r^{T} M_i\mathbf r$ on the unit sphere, with $M_i$ symmetric, traceless and $\operatorname{tr}M_iM_j=\delta_{ij}$: $M_{z^2}=\mathrm{diag}(-1,-1,2)/\sqrt6$, $M_{x^2-y^2}=\mathrm{diag}(1,-1,0)/\sqrt2$, and $M_{xy}$ has $1/\sqrt2$ in places $12$ and $21$ (likewise $xz$, $yz$). From $1/r_{12}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\omega)$,
$$(ij|ij)=\sum_{k=0,2,4}F^k a_k,\qquad a_k=\iint \rho(1)P_k\,\rho(2),\qquad \rho=d_id_j,$$
with $F^0=F_0$, $F^2=49F_2$, $F^4=441F_4$, and $A=F_0-49F_4$, $B=F_2-5F_4$, $C=35F_4$. The sphere average of $2n$ components of $\mathbf r$ is the sum over pairings into Kronecker deltas divided by $(2n+1)!!$, by Wick's theorem for a Gaussian vector, whose length $\ell$ has $\langle \ell^{2n}\rangle=(2n+1)!!$. The Cayley–Hamilton relation $M^3=\tfrac12(\operatorname{tr}M^2)M+\det M$, multiplied by $M$ and traced, gives $\operatorname{tr}M^4=\tfrac12(\operatorname{tr}M^2)^2$.

For $k=0$, $a_0=\delta_{ij}$. For $k=2$, $P_2=\tfrac32(r_ar_b-\tfrac13\delta_{ab})(r'_ar'_b-\tfrac13\delta_{ab})$, so $a_2=\tfrac32\operatorname{tr}Q^2$ with $Q_{ab}=\int\rho\,(r_ar_b-\tfrac13\delta_{ab})$. Pairings that close a matrix on itself vanish; the rest give
$$Q=\frac{15}{2}\cdot\frac{1}{105}\big[4\{M_i,M_j\}+2\delta_{ij}\big]-\frac{\delta_{ij}}3 .$$
For $i\ne j$, $Q=\tfrac27\{M_i,M_j\}$ and $a_2=\kappa_{ij}/49$ with $\kappa_{ij}=6\operatorname{tr}\{M_i,M_j\}^2$. A diagonal matrix $\mathrm{diag}(m)$ has $\{\mathrm{diag}(m),M_{ab}\}=(m_a+m_b)M_{ab}$, so $\kappa=6(m_a+m_b)^2$: 4 for $(xy,z^2)$, 1 for $(xz,z^2)$, 0 for $(xy,x^2-y^2)$, 3 for $(xz,x^2-y^2)$, and $yz$ behaves as $xz$. Also $\{M_{xy},M_{xz}\}=M_{yz}/\sqrt2$ gives 3 for any $t_2$ pair, and $\{M_{z^2},M_{x^2-y^2}\}=-2M_{x^2-y^2}/\sqrt6$ gives 4. For $i=j$, $Q=\tfrac47(M^2-\tfrac13)$ and $a_2=\tfrac{24}{49}(\tfrac12-\tfrac13)=\tfrac4{49}$.

For $k=4$, the addition theorem gives $4\pi\int\rho^2=a_0+5a_2+9a_4$, and $4\pi\int\rho^2=\tfrac{225}{4}\cdot\tfrac{N_p}{945}$, where $N_p$ is the pairing sum of four matrices. For $i\neq j$ the double loops give $4$ and the single loops $32\operatorname{tr}M_i^2M_j^2+16\operatorname{tr}(M_iM_j)^2$. The $s^2t^2$ term of the trace identity for $sM_i+tM_j$ reads $4\operatorname{tr}M_i^2M_j^2+2\operatorname{tr}(M_iM_j)^2=1$, so $N_p=4+8=12$, the left side is $5/7$, and $a_4=(35-5\kappa)/441$. For $i=j$, $N_p=12+48\cdot\tfrac12=36$, the left side is $15/7$, and $a_4=\tfrac19(\tfrac87-\tfrac{20}{49})=36/441$. Hence
$$K_{ij}=\kappa F_2+(35-5\kappa)F_4=\kappa_{ij}B+C,\qquad U=F_0+4F_2+36F_4=4B+3C .$$
$U$ is the same for any real normalised $d$ orbital, since only the trace identity was used. Averaging it over $(d_i\pm d_j)/\sqrt2$ removes the odd terms and leaves $U=\tfrac14(2U+2J_{ij}+4K_{ij})$, that is $J_{ij}=U-2K_{ij}$.

A determinant therefore has energy $\tfrac12N(N-1)U-X$, where each electron pair in different orbitals adds $2K$ to $X$ and each parallel pair a further $K$. Two orbitals contribute $3K$ if both are single and parallel, $5K$ if one is double (two pairs, one parallel), and $10K$ if both are double.

## The counter-example

The claim to be refuted is that a growing $\Delta$ brings the two $e$ electrons down one at a time, so that an IS range lies between HS and LS. Take round parameters $B=800$, $C=3600$ cm⁻¹ ($\gamma=4.5$), first with each state confined to its leading configuration.

**d⁵.** In $^6A_1$ all orbitals are single. The ten $\kappa$ sum to $9+12+4=25$, so $X=3(25B+10C)=75B+30C$. The quartet $(xy)^2(xz)(yz)(z^2)$ has
$$X=5\cdot2(3B+C)+5(4B+C)+3(3B+C)+3\cdot2(B+C)=65B+24C .$$
With $x^2-y^2$ in place of $z^2$, $X=10(3B+C)+5C+3(3B+C)+6(3B+C)=57B+24C$. The doublet $(xz)^2(yz)^2(xy)$ has $X=20(3B+C)$. The antisymmetric product of $xz$ and $yz$ is $A_{2g}$ in $D_{4h}$, so the first quartet is $A_{2g}$ and the second $B_{2g}$. Since $T_1\to A_2+E$ and $T_2\to B_2+E$, and the quartets of $t_2^4e$ are six in number, each determinant is alone in its symmetry and is a component of $^4T_1$ and $^4T_2$ respectively. Relative to $^6A_1$,
$$^4T_1:\ 10B+6C-\Delta,\qquad ^4T_2:\ 18B+6C-\Delta,\qquad ^2T_2:\ 15B+10C-2\Delta .$$

**d⁶.** For every orbital the $K$ with the other four sum to $10B+4C$, so a quintet has $X=5(10B+4C)+3(15B+6C)=95B+38C$ wherever the sixth electron sits; $^5T_2$ puts it in $t_2$. The triplet $(xz)^2(yz)^2(xy)(x^2-y^2)$, of symmetry $B_2\times B_1=A_{2g}$, has $X=30(3B+C)+3C=90B+33C$. With $z^2$ instead ($B_{2g}$), $X=20(3B+C)+10(B+C)+3(4B+C)=82B+33C$. The singlet $t_2^6$ has $X=30(3B+C)$. Relative to $^5T_2$,
$$^3T_1:\ 5B+5C-\Delta,\qquad ^3T_2:\ 13B+5C-\Delta,\qquad ^1A_1:\ 5B+8C-2\Delta .$$

Each step gains $\Delta$. The step HS→IS costs $\Pi_1$ and IS→LS costs $\Pi_2$:
$$d^5:\ \Pi_1=10B+6C,\ \Pi_2=5B+4C;\qquad d^6:\ \Pi_1=5B+5C,\ \Pi_2=3C .$$
IS is lowest only if $\Pi_1<\Delta<\Pi_2$, but $\Pi_1-\Pi_2=5B+2C\equiv2G>0$ for both ions. For $d^5$, $\Pi_1=8000+21600=29600$ and $\Pi_2=4000+14400=18400$ cm⁻¹; for $d^6$, $22000$ and $10800$ cm⁻¹. The second step is the cheaper, so any $\Delta$ large enough to pay for the first has already paid for the second. HS and LS cross at $(\Pi_1+\Pi_2)/2=24000$ and $16400$ cm⁻¹, where IS lies higher by $G=2000+3600=5600$ cm⁻¹.

Configuration interaction (CI), meaning diagonalisation in the whole $d^N$ space, lowers IS by $L_{IS}$ and LS by $L_{LS}$. HS is unchanged, since $^6A_1$ and $^5T_2$ have no partner of the same symmetry. At the true crossing $\Delta_c$, $\Pi_1+\Pi_2-2\Delta_c-L_{LS}=0$, and the gap is $g(\Delta_c)=\Pi_1-\Delta_c-L_{IS}=G+\tfrac12L_{LS}-L_{IS}$. With the computed lowerings, in cm⁻¹:

- $d^5$: $\Delta_c=24000-2549/2\approx22725$, $g=29600-22725-571=6304$ (0.78 eV).
- $d^6$: $\Delta_c=16400-2563/2\approx15119$, $g=22000-15119-1597=5284$ (0.66 eV).

At this $\gamma$, CI widens the gap for $d^5$ and narrows it for $d^6$, and does not close it; for $d^6$ the sign of the change depends on $\gamma$, and at $\gamma=10$ the gap is widened. This is one value of $\Delta$; the next result extends it to all.

## The octahedral statement and its proof

**Statement.** Fix $B,C\ge0$ and let $\Delta_c>0$ be a point with $E_{HS}=E_{LS}$. If (i) $E_{IS}>E_{HS}$ at $\Delta=0$, (ii) $g(\Delta_c)=E_{IS}-E_{HS}>0$ at $\Delta_c$, and (iii) an LS ground vector at $\Delta_c$ has $n_c=\langle n_e\rangle<1$, then in full CI IS is not the ground state for any $\Delta\ge0$. If $g(\Delta_c)<0$, IS is the ground state near $\Delta_c$.

**Proof.** $E_{HS}$ is a straight line of slope 2: $d^5$ has one sextet, and the $d^6$ quintets, degenerate at $\Delta=0$, split into $^5T_2$ ($n_e=2$) and $^5E$ ($n_e=3$), which cannot mix. $E_{IS}(\Delta)$ is the minimum over normalised IS vectors of $\langle H_{ee}\rangle+\Delta\langle n_e\rangle$, a minimum of straight lines, hence concave. So $E_{IS}-E_{HS}$ is concave, lies above its chord on $[0,\Delta_c]$, and is positive there by (i) and (ii).

For $\Delta>\Delta_c$, note that $t_2^5$ (one hole) holds only doublets and $t_2^6$ only a singlet, so $n_e\ge1$ throughout the IS space. The IS ground vector at $\Delta$, used as a trial vector at $\Delta_c$, gives $E_{IS}(\Delta_c)\le E_{IS}(\Delta)-(\Delta-\Delta_c)\langle n_e\rangle\le E_{IS}(\Delta)-(\Delta-\Delta_c)$. The LS ground vector at $\Delta_c$, used at $\Delta$, gives $E_{LS}(\Delta)\le E_{LS}(\Delta_c)+n_c(\Delta-\Delta_c)$. Subtracting,
$$E_{IS}(\Delta)-E_{LS}(\Delta)\ \ge\ g(\Delta_c)+(1-n_c)(\Delta-\Delta_c)>0 .$$
The last sentence of the statement follows from continuity of the eigenvalues. $\square$

In the example, (i) holds with 26000 cm⁻¹ ($^4G$, $10B+5C$) and 17600 cm⁻¹ ($^3H$, $4B+4C$), and $n_c=0.067$ and $0.079$. The theorem covers all $\Delta$, but its three conditions are numerical and depend on $\gamma$. The program asserts them for $2\le\gamma\le10$ in steps of 0.1 and for $B=0$. On the grid $2\le\gamma\le10$ the smallest $g(\Delta_c)$ is $5.23B$ ($d^5$) and $3.69B$ ($d^6$), and the largest $n_c$ is 0.081 and 0.090; at $B=0$, $g(\Delta_c)=1.07C$ and $1.05C$, with $n_c=0.057$ and $0.108$. Small $\gamma$ is where a failure might be expected, since $G$ falls to $2.5B$ while $\Delta_c$ shrinks and leaves CI more room. The printed scan finds none: all three conditions hold at every grid point down to $\gamma=0$, where $g(\Delta_c)$ is $2.88B$ for $d^5$ but only $0.71B$ for $d^6$. The absence of IS is thus established on the grid, not proved between grid points.

The result belongs to this Hamiltonian. Spin–orbit coupling mixes the spins, so that $S$ no longer labels the ground state. Different $B$ and $C$ for $e$ and $t_2$ electrons change $\Pi_1-\Pi_2$. A breathing coordinate $Q$ with energy $\tfrac12kQ^2-aQn_e$ relaxes a single configuration by $-wn_e^2$, $w=a^2/2k$, which changes $2E_{IS}-E_{HS}-E_{LS}$ by $-2w+4w=+2w$ and works against IS. A tetragonal coordinate that splits only the $e$ orbitals ($\delta_t=0$) acts the other way: in a single configuration it lowers IS at first order and leaves HS and LS unshifted. One that also splits $t_2$ strongly need not. For $\delta_t=\delta_e$ the shifts of the next section give the $T_1$ level of IS a steepest first-order slope of $\tfrac16$, against $\tfrac23$ for LS $d^5$ and HS $d^6$, so a weak relaxation works against IS. Among the three leading configurations a strong one can favour it, because the $B_{2g}$ component of $T_2$, which starts $8B$ higher, has a slope of $\tfrac76$. This cannot be extrapolated: low-spin configurations with a doubly filled $e$ orbital have steeper slopes, $\tfrac73$ for $(xz)^2(yz)^2(z^2)^2$ in elongated $d^6$ and $2$ for $(xy)^2(x^2-y^2)^2(xz)$ in compressed $d^5$, and fall below IS when the coupling is stronger still.

## Tetragonal thresholds in a single configuration

With barycentres fixed, $z^2$ shifts by $-\delta_e/2$, $x^2-y^2$ by $+\delta_e/2$, $xy$ by $+2\delta_t/3$, and $xz,yz$ by $-\delta_t/3$. In terms of $V=Ds(l_z^2-2)-Dt(\tfrac{35}{12}l_z^4-\tfrac{155}{12}l_z^2+6)$, the values $|m|=0,1,2$ give $-2Ds-6Dt$, $-Ds+4Dt$, $2Ds-Dt$. Therefore $\delta_e=4Ds+5Dt$, $\delta_t=3Ds-5Dt$, and the barycentres move by $Ds\cdot0-\tfrac72Dt$ and $+\tfrac73Dt$, so $\Delta=10Dq-\tfrac{35}6Dt$.

Let $s_H,s_I,s_L$ be the shifts of the lowest levels of $t_2^{N-2}e^2$, $t_2^{N-1}e$, $t_2^N$, with $s_I$ counted from octahedral $T_1$. These configurations are assumed to stay the lowest of their spin. IS is lowest for $\Pi_1+s_I-s_H<\Delta<\Pi_2+s_L-s_I$, a window of width
$$W=s_H+s_L-2s_I-2G .$$
$\Delta$ has dropped out. HS fills both $e$ orbitals singly and LS neither, so only $s_I$ contains $\delta_e$.

The $A_{2g}$ determinant has its $e$ electron in $z^2$ for $d^5$ and in $x^2-y^2$ for $d^6$. It gains $|\delta_e|/2$ under elongation for $d^5$ and under compression for $d^6$. In the opposite sense the gain goes to $B_{2g}$, which starts $8B$ higher.

The $E_g$ states have the double ($d^5$) or the hole ($d^6$) in $xz$ or $yz$. A threefold rotation carries $xy\to xz$ and $z^2\to y^2$, with $M_{y^2}=\mathrm{diag}(-1,2,-1)/\sqrt6$, whose traces with $M_{z^2}$ and $M_{x^2-y^2}$ are $-\tfrac12$ and $-\tfrac{\sqrt3}2$. For $d^6$ the $T_2$ component has its electron in $y^2$; for $d^5$ it has it in the orthogonal orbital $(\tfrac{\sqrt3}2,-\tfrac12)$. Adding $8B$ times the projector on $T_2$ to the field, in the basis $(z^2,x^2-y^2)$,
$$d^6:\begin{pmatrix}2B-\frac{\delta_e}2&2\sqrt3B\\2\sqrt3B&6B+\frac{\delta_e}2\end{pmatrix},\qquad d^5:\begin{pmatrix}6B-\frac{\delta_e}2&-2\sqrt3B\\-2\sqrt3B&2B+\frac{\delta_e}2\end{pmatrix}.$$
Both have mean diagonal $4B$, and the lower root is
$$\lambda_\pm=4B-\sqrt{(|\delta_e|/2\pm2B)^2+12B^2},$$
with $+$ for $d^6$ elongated and $d^5$ compressed, $-$ for the other two. Both vanish at $\delta_e=0$. Setting $\lambda_\pm=-x$ with $x>0$ and squaring gives $|\delta_e|=\mp4B+2R(x)$, with $R(x)=\sqrt{(x+4B)^2-12B^2}$.

Take $\delta_t$ of the same sign as $\delta_e$, $\tau=|\delta_t|$, and write $\delta=|\delta_e|$. A $t_2$ hole contributes minus the shift of its orbital, because the full shell has zero shift.

*d⁵ elongated:* $s_H=0$, and $s_L=-2\tau/3$ (hole in $xy$). *d⁶ compressed:* $s_H=-2\tau/3$ (sixth electron in $xy$), $s_L=0$. In both, $A_{2g}$ has $s_I=-\delta/2+2\tau/3$, so $W=\delta-2\tau-2G$, and $E_g$ has $s_I=\lambda_--\tau/3$, so $W=-2\lambda_--2G$. $B_{2g}$ rises. The threshold is
$$\delta^*=\min\big[\,5B+2C+2\tau\ (A_{2g}),\ \ 4B+2R(G)\ (E_g)\,\big].$$

*d⁶ elongated:* $s_H=-\tau/3$, $s_L=0$. *d⁵ compressed:* $s_H=0$, $s_L=-\tau/3$. In both, $E_g$ has $s_I=\lambda_++\tau/3$, so $W=-2\lambda_+-\tau-2G$, and $B_{2g}$ has $s_I=8B-\delta/2-2\tau/3$, so $W=\delta+\tau-16B-2G$. $A_{2g}$ has $s_I=\delta/2-2\tau/3$, so $W=\tau-\delta-2G$, which is negative for every $\delta$ when $\tau<2G$; for larger $\tau$ it opens a window already at $\delta=0$. For $\tau<2G$ the threshold is
$$\delta^*=\min\big[\,-4B+2R(G+\tau/2)\ (E_g),\ \ 5B+2C+16B-\tau\ (B_{2g})\,\big].$$

For $B\to0$, $T_1$ and $T_2$ merge, $R(x)\to x$, and all four thresholds at $\tau=0$ equal $2C$: at $\tau=0$ the dependence on the sense of distortion comes from the $8B$ anisotropy. A nonzero $\tau$ adds one of its own: at $B=0$ the two formulas give $2C$ and $2C-\tau$. A small $\tau$ raises the threshold on the $A_{2g}$ branch and on the $E_g$ branch of the second formula; it lowers only the $B_{2g}$ branch. The program tests both formulas against diagonalisation in the restricted configurations for several $B$, $C$, $\tau$.

In the example at $\tau=0$, $A_{2g}$ needs $4000+7200=11200$ cm⁻¹. Next, $2R(G)=2\sqrt{8800^2-12\cdot800^2}=16704$, so $E_g$ needs $16704+3200=19904$ in the first formula and $16704-3200=13504$ in the second, and $B_{2g}$ needs $11200+12800=24000$. At $\tau=1000$ cm⁻¹ the lowest branches become $11200+2000=13200$ and $2\sqrt{9300^2-12\cdot800^2}-3200=14555$.

## Thresholds in full CI

In full CI the threshold is taken as the point $E_{HS}=E_{LS}=E_{IS}$ in the $(\Delta,\delta_e)$ plane. That no window opens earlier at another $\Delta$ is tested, not proved: at $0.97\,\delta^*$ the gap is positive at the HS/LS crossing and on a grid of $\Delta$ from 0 to $60B$, and at $1.03\,\delta^*$ it is negative at the crossing. The IS label comes from the characters of the fourfold and twofold rotations. In cm⁻¹:

| case | state | $\delta^*$, $\tau=0$ | $\Delta$ | $\delta^*$, $\tau=1000$ |
|---|---|---|---|---|
| $d^5$ elongated | $^4A_{2g}$ | 13042 | 22606 | 14594 |
| $d^6$ compressed | $^3A_{2g}$ | 10679 | 15074 | 12598 |
| $d^6$ elongated | $^3E_g$ | 12687 | 15055 | 13692 |
| $d^5$ compressed | $^4E_g$ | 15548 | 22499 | 16108 |

At $\tau=0$ these are $16.3B$, $13.3B$, $15.9B$, $19.4B$, or 1.62, 1.32, 1.57, 1.93 eV. The labels are those of the lowest closed-form branch. Relative to the CI values, the closed forms are 14% and 13% too low for $d^5$ and 5% and 6% too high for $d^6$, so CI breaks the pairing of $d^5$ with $d^6$ found in a single configuration. The signs agree with those of $g(\Delta_c)-G$. On the $A_{2g}$ branch a gap closing at rate $\tfrac12$ would give $2g(\Delta_c)=12608$ and $10568$, about 3% and 1% below the CI thresholds, relative to those thresholds; that the remainder comes from $\delta_e$ acting on admixed configurations is a conjecture. For $\delta_t=0$, $Ds=\delta_e/7$, $Dt=3\delta_e/35$ and $10Dq=\Delta+\delta_e/2$; for $d^5$ elongated, $Ds=1863$, $Dt=1118$ and $10Dq=22606+6521=29127$ cm⁻¹.

The $\sigma$-only angular overlap model shows what geometry this asks for. A ligand along unit vector $\mathbf r$ raises orbital $i$ by $e_\sigma F_i^2$, $F_i=\sqrt{3/2}\,\mathbf r^TM_i\mathbf r$. For $z^2$, $F=1$ on the two axial and $-\tfrac12$ on the four equatorial sites; for $x^2-y^2$, $F^2=\tfrac34$ on equatorial sites; $t_2$ is untouched, so $\tau=0$. Then $\varepsilon_{z^2}=2e_{ax}+e_{eq}$, $\varepsilon_{x^2-y^2}=3e_{eq}$, $\delta_e=2(e_{eq}-e_{ax})$, $\Delta=2e_{eq}+e_{ax}$, and
$$\frac{e_{ax}}{e_{eq}}=\frac{\Delta-\delta_e}{\Delta+\delta_e/2}.$$
For $d^5$ elongated this is $9564/29127=0.33$, and for $d^6$ elongated $2368/21398=0.11$, close to the square-planar limit 0. Compression needs 2.6 for both ions.

At $|\delta_e|=18000$ cm⁻¹ and $\tau=0$, the single-configuration $A_{2g}$ window is $18000-11200=6800$ cm⁻¹ wide. In full CI it runs over $\Delta=20127$ to $25097$ for $d^5$ elongated and $11095$ to $18769$ for $d^6$ compressed; the $E_g$ windows are $21313$ to $23669$ ($d^5$ compressed) and $12242$ to $17612$ ($d^6$ elongated). The last lies wholly at $\Delta<\delta_e$, which would need $e_{ax}<0$. It is a valid solution of the three-parameter Hamiltonian but is out of reach of this $\sigma$-only model, in which elongated $d^6$ has IS only in the region $\delta^*\le\delta_e\le\Delta$. The bound $\delta_e\le\Delta$ belongs to a model with $d$ orbitals alone: in planar or strongly elongated complexes $d$–$s$ mixing lowers $z^2$ further and acts like a negative $e_{ax}$, and at larger $\delta_e$ configurations with $z^2$ doubly filled compete, so the IS state need not stay $^3E_g$.

## Table of computed values

```
input: B = 800, C = 3600 cm-1, C/B = 4.50, G = 5600 cm-1
d5 single config: Pi1 = 29600, Pi2 = 18400, Dc = 24000 cm-1
d5 Oh CI: 6A1g/2T2g cross at Dc = 22725 cm-1 = 28.41 B
d5 Oh CI: 4T1g gap at D=0 26000, at Dc 6304 cm-1 = 0.782 eV
d5 Oh CI at Dc: <ne> IS 1.018, LS 0.067; CI lowering IS 571, LS 2549 cm-1
d5 C/B in [2,10]: min g(0) 20.00 B, min g(Dc) 5.23 B, max <ne>LS 0.081
d5 B=0: Dc 4.830 C, g(0) 5.000 C, g(Dc) 1.067 C, <ne>LS 0.057
d5 g(Dc) at C/B = 0, 0.5, 1, 1.5: 2.88 3.54 4.13 4.69 B
d5 all three conditions hold on the grid for C/B >= 0.0
d6 single config: Pi1 = 22000, Pi2 = 10800, Dc = 16400 cm-1
d6 Oh CI: 5T2g/1A1g cross at Dc = 15119 cm-1 = 18.90 B
d6 Oh CI: 3T1g gap at D=0 17600, at Dc 5284 cm-1 = 0.655 eV
d6 Oh CI at Dc: <ne> IS 1.054, LS 0.079; CI lowering IS 1597, LS 2563 cm-1
d6 C/B in [2,10]: min g(0) 12.00 B, min g(Dc) 3.69 B, max <ne>LS 0.090
d6 B=0: Dc 3.715 C, g(0) 4.000 C, g(Dc) 1.054 C, <ne>LS 0.108
d6 g(Dc) at C/B = 0, 0.5, 1, 1.5: 0.71 1.73 2.44 3.08 B
d6 all three conditions hold on the grid for C/B >= 0.0
single-config window width, A2g branch, |de| = 18000: 6800 cm-1
--- tau = 0 cm-1 ---
d5 elong closed-form branches: 11200, 19904 cm-1
d5 elong CI: 4A2g, |de|* = 13042 cm-1 = 16.30 B = 1.617 eV, D = 22606 cm-1
d5 elong Ds 1863, Dt 1118, 10Dq 29127 cm-1; sigma ax/eq 0.328
d5 elong CI window at |de| = 18000: D = 20127 to 25097 cm-1, 4A2g
d6 compr closed-form branches: 11200, 19904 cm-1
d6 compr CI: 3A2g, |de|* = 10679 cm-1 = 13.35 B = 1.324 eV, D = 15074 cm-1
d6 compr Ds -1526, Dt -915, 10Dq 9734 cm-1; sigma ax/eq 2.646
d6 compr CI window at |de| = 18000: D = 11095 to 18769 cm-1, 3A2g
d6 elong closed-form branches: 13504, 24000 cm-1
d6 elong CI: 3Eg, |de|* = 12687 cm-1 = 15.86 B = 1.573 eV, D = 15055 cm-1
d6 elong Ds 1812, Dt 1087, 10Dq 21398 cm-1; sigma ax/eq 0.111
d6 elong CI window at |de| = 18000: D = 12242 to 17612 cm-1, 3Eg
d5 compr closed-form branches: 13504, 24000 cm-1
d5 compr CI: 4Eg, |de|* = 15548 cm-1 = 19.43 B = 1.928 eV, D = 22499 cm-1
d5 compr Ds -2221, Dt -1333, 10Dq 14725 cm-1; sigma ax/eq 2.584
d5 compr CI window at |de| = 18000: D = 21313 to 23669 cm-1, 4Eg
--- tau = 1000 cm-1 ---
d5 elong closed-form branches: 13200, 19904 cm-1
d5 elong CI: 4A2g, |de|* = 14594 cm-1 = 18.24 B = 1.809 eV, D = 22496 cm-1
d6 compr closed-form branches: 13200, 19904 cm-1
d6 compr CI: 3A2g, |de|* = 12598 cm-1 = 15.75 B = 1.562 eV, D = 15405 cm-1
d6 elong closed-form branches: 14555, 23000 cm-1
d6 elong CI: 3Eg, |de|* = 13692 cm-1 = 17.12 B = 1.698 eV, D = 15218 cm-1
d5 compr closed-form branches: 14555, 23000 cm-1
d5 compr CI: 4Eg, |de|* = 16108 cm-1 = 20.13 B = 1.997 eV, D = 22567 cm-1
```
